# Vacancy diffusion in a growing scale and the error of Wagner's rate

## The decision

When diffusion through the scale controls oxidation, the oxide thickness, or a diffusivity extracted from a parabolic rate constant, can be calculated from the moving-boundary diffusion problem or from Wagner's quasi-steady rate. The choice depends on

\[
S=\frac{v_1-v_0}{1-v_1},
\]

where \(v_0\) and \(v_1>v_0\) are the cation-vacancy fractions at the metal and gas faces. For constant diffusivity and small \(S\), Wagner's rate is too high by a fraction close to \(S/3\), provided that the cation balance at the gas face keeps its factor \(1-v_1\). If that factor is replaced by one, the error need not vanish as \(v_1-v_0\) does.

## Model and diffusivity

The scale is a compact, planar, cation-deficient monoxide. Oxygen ions are immobile, there are \(N\) oxygen sites and \(N\) cation sites per volume, and \(N\) is constant. Both faces are in local equilibrium. Position \(x\) is measured on the oxygen lattice from the metal face, \(x=0\), to the gas face, \(x=X(t)\), where new oxide forms.

Vacancies carry charge \(-ze\) and holes \(+e\), with \(e>0\). Neutrality gives the hole fraction \(p=zv\). With \(\psi=e\phi/kT\), \(\phi\) the electric potential and subscripts denoting derivatives, the fluxes of dilute defects are

\[
j_V=-ND_V(v_x-zv\psi_x),\qquad j_h=-ND_h(p_x+p\psi_x).
\]

Zero current requires \(j_h=zj_V\). Inserting \(p=zv\) and cancelling \(-Nz\),

\[
D_h(v_x+v\psi_x)=D_V(v_x-zv\psi_x)
\quad\Rightarrow\quad
v\psi_x=\frac{D_V-D_h}{D_h+zD_V}\,v_x .
\]

Substitution in \(j_V\) gives \(j_V=-NDv_x\), with

\[
D=D_V\frac{D_h+zD_V-z(D_V-D_h)}{D_h+zD_V}
=\frac{(1+z)D_VD_h}{D_h+zD_V}.
\]

For fast holes, \(D_h\gg zD_V\), this becomes \(D=(1+z)D_V\), and \(\psi_x=-v_x/v\).

The link to oxygen pressure comes from the reaction that turns half an \(\mathrm{O_2}\) molecule into an oxygen ion, a vacancy and \(z\) holes. Mass action gives \(vp^z\propto p_{\mathrm{O_2}}^{1/2}\), hence

\[
v\propto p_{\mathrm{O_2}}^{1/[2(1+z)]},\qquad
(1+z)\,d\ln v=\tfrac12\,d\ln p_{\mathrm{O_2}}.
\]

With fast holes, the driving force on cations is the gradient of the neutral metal's chemical potential \(\mu_M\). To leading order in the vacancy fraction, oxide equilibrium fixes \(\mu_M+\frac12\mu_{\mathrm{O_2}}\), so the outward cation flux is

\[
J=-\frac{ND_Vv}{kT}\frac{\partial\mu_M}{\partial x}
=\frac{ND_Vv}{2}\frac{\partial\ln p_{\mathrm{O_2}}}{\partial x}.
\]

If \(J\) is uniform and each oxygen site needs one cation (the dilute approximation), then \(J=N\dot X\). Integrating across the scale gives Wagner's integral,

\[
X\dot X=\frac12\int D_Vv\,d\ln p_{\mathrm{O_2}}
=(1+z)D_V\int_{v_0}^{v_1}dv=D\Delta,
\qquad \Delta=v_1-v_0 .
\]

## The moving-boundary problem

For constant \(D\), vacancies obey \(v_t=Dv_{xx}\). Since each cation site is filled or vacant, the outward cation flux is \(J=NDv_x\). The number of cations per area of scale is \(N\int_0^X(1-v)\,dx\), and its rate of change is

\[
N(1-v_1)\dot X-N\int_0^Xv_t\,dx
=N(1-v_1)\dot X-ND[v_x(X)-v_x(0)].
\]

Cations enter at the metal face at the rate \(NDv_x(0)\), and none leave into the gas. Equating the two rates cancels \(v_x(0)\):

\[
(1-v_1)\dot X=Dv_x(X,t).
\]

Let the scale start from zero thickness, and try \(v=f(\eta)\) with \(\eta=x/(2\sqrt{Dt})\). Then \(v_t=-\eta f'/(2t)\) and \(v_{xx}=f''/(4Dt)\), so

\[
f''+2\eta f'=0,\qquad f'\propto e^{-\eta^2}.
\]

The value \(v_1\) must sit at the gas face at all times. Its similarity coordinate is therefore a constant \(\lambda\), and

\[
X=2\lambda\sqrt{Dt},\qquad
v=v_0+\Delta\,\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}.
\]

The two sides of the face balance follow from

\[
\dot X=\lambda\sqrt{\frac Dt},\qquad
Dv_x(X)=\frac{\Delta\,e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}\sqrt{\frac Dt}.
\]

The factor \(\sqrt{D/t}\) cancels, leaving

\[
\boxed{\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=S,\qquad
k\equiv X\dot X=2\lambda^2D.}
\]

The left side of the first equation rises steadily from zero to infinity, so there is one positive root. The convention is \(X^2=2kt\); a rate constant defined by \(X^2=k't\) is twice as large.

Since \(v_x\propto e^{-\eta^2}\), the cation flux at the metal face exceeds that at the gas face by the factor \(e^{\lambda^2}\). The extra cations fill vacancies inside the scale: at fixed \(x\), the vacancy fraction falls as the gas face moves away.

The quasi-steady approximation drops \(v_t\). The profile is then linear, \(v_x=\Delta/X\), and the gas-face balance gives

\[
k_W=\frac{D\Delta}{1-v_1}=DS.
\]

## Size of the error

Let \(\kappa=k/D=2\lambda^2\), and define the relative error by \(\varepsilon=k_W/k-1=S/\kappa-1\). The function

\[
g(\lambda)=\frac{\sqrt\pi}{2}e^{\lambda^2}\operatorname{erf}\lambda
=e^{\lambda^2}\int_0^\lambda e^{-s^2}ds
\]

satisfies \(g'=1+2\lambda g\) and \(g(0)=0\). For \(g=\sum_{n\ge0}a_n\lambda^{2n+1}\), comparison of powers gives \(a_0=1\) and \((2n+1)a_n=2a_{n-1}\), so \(a_n=2^n/(2n+1)!!\). Since \(S=2\lambda g\),

\[
S=\sum_{n=0}^{\infty}\frac{\kappa^{n+1}}{(2n+1)!!},
\qquad
\varepsilon=\frac{\kappa}{3}+\frac{\kappa^2}{15}+\cdots .
\]

Inverting the first series gives \(\kappa=S-S^2/3+O(S^3)\). Therefore

\[
\varepsilon=\frac S3-\frac{S^2}{9}+\frac{S^2}{15}+O(S^3)
=\frac S3-\frac{2S^2}{45}+O(S^3).
\]

This is first order in \(\Delta\) when \(1-v_1\) stays away from zero.

The series also gives bounds. Writing \(S=\sum_{n\ge1}\kappa^n/(2n-1)!!\),

\[
\frac S3-\varepsilon
=\sum_{n\ge1}\frac{\kappa^n}{(2n-1)!!}
\left(\frac13-\frac1{2n+1}\right)>0,
\]

because the \(n=1\) term is zero and the others are positive. Also \(\varepsilon>\kappa/3=S/[3(1+\varepsilon)]\), and using \(\varepsilon<S/3\) in the denominator gives

\[
\frac{S}{3+S}<\varepsilon<\frac S3,\qquad S>0.
\]

Since \(\kappa=S/(1+\varepsilon)\), a root finder can use the bracket

\[
\frac{3S}{3+S}<\kappa<\frac{S(3+S)}{3+2S}.
\]

In the opposite limit, \(S\to\infty\), \(\operatorname{erf}\lambda\to1\) and the root equation gives \(\lambda^2\sim\ln S\). Thus \(k\sim2D\ln S\), while \(k_W=DS\): the quasi-steady rate fails badly. The asymptote is approached slowly: \(k/(2D\ln S)\) is 0.79 at \(S=10^3\) and 0.87 at \(S=10^6\). This limit needs \(v_1\to1\), where a dilute-defect model of an oxide has already lost its meaning.

Numerical solutions of the boundary-value problem gave \(\varepsilon/S=0.300\), \(0.329\) and \(0.333\) at \(S=1\), \(0.1\) and \(0.01\), approaching one third. A separate time-dependent solution started from a thin scale with a linear profile. For \(v_0=0.05\) and \(v_1=0.35\), it gave \(k/D=0.40283\), the same to these digits as the similarity formula.

## Diffusivity that varies with composition

For positive \(D(v)\), set \(\xi=x/X\) and seek \(v=v(\xi)\) with constant \(k=X\dot X\). Then \(v_t=-\xi(\dot X/X)v'\), and multiplying \(v_t=(Dv_x)_x\) by \(X^2\) gives

\[
(Dv')'=-k\xi v',\qquad D(v_1)v'(1)=k(1-v_1).
\]

Integrating from \(\xi\) to 1 and using the face condition,

\[
Dv'(\xi)=k(1-v_1)+k\int_\xi^1s\,v'(s)\,ds.
\]

Now integrate over \(\xi\) from 0 to 1. In the double integral, each \(s\) is counted over the range \(0<\xi<s\), which supplies another factor \(s\):

\[
\int_{v_0}^{v_1}D\,dv=k(1-v_1)+k\int_0^1s^2v'(s)\,ds.
\]

With \(k_W=\int_{v_0}^{v_1}D\,dv/(1-v_1)\), division by \(k(1-v_1)\) yields

\[
\boxed{\frac{k_W}{k}-1=S\langle\xi^2\rangle,\qquad
\langle\xi^2\rangle=\frac1\Delta\int_{v_0}^{v_1}\xi^2\,dv.}
\]

The flux variable \(F=Dv'\) obeys \(F'=-k\xi F/D\), so it keeps its sign and \(v\) rises monotonically. Hence \(0<\langle\xi^2\rangle<1\) and \(0<\varepsilon<S\). A linear profile gives \(\langle\xi^2\rangle=\int_0^1\xi^2d\xi=1/3\).

With \(D=e^{4v}\) in dimensionless units and the same face values 0.05 and 0.35, the time-dependent solution gave \(\varepsilon=0.10669\) and \(S\langle\xi^2\rangle=0.10665\), within the grid error allowed in the test. Here \(\langle\xi^2\rangle=0.231\). It lies below one third because \(F\) falls and \(D\) rises towards the gas face, so \(v'=F/D\) is largest near the metal, where \(\xi^2\) is small.

## Which balance has been coded

Three quasi-steady formulas with constant \(D\) agree when all vacancy fractions are small, but their errors differ.

**Gas-face balance.** This is \(k_W=D\Delta/(1-v_1)\), with error \(+S/3\) to first order.

**Metal-face balance.** The linear profile supplies \(ND\Delta/X\) cations per area and time, and the scale contains \(N(1-\bar v)X\), where \(\bar v=(v_0+v_1)/2\). Thus \(k_m=D\Delta/(1-\bar v)\). Since \(1-\bar v=(1-v_1)(1+S/2)\),

\[
\frac{k_m}{k}-1=\frac{1+\varepsilon}{1+S/2}-1=-\frac S6+O(S^2).
\]

**Dilute formula.** Here \(k_d=D\Delta=(1-v_1)k_W\), so

\[
\frac{k_d}{k}-1=(1-v_1)(1+S\langle\xi^2\rangle)-1
=-v_1+\Delta\langle\xi^2\rangle .
\]

As \(\Delta\to0\) this tends to \(-v_0\). The dilute formula therefore has a first-order error only if \(v_0\) is itself at most of order \(\Delta\). For \(v_0=0.05\) and \(\Delta=0.001\), the three computed errors are \(+0.035\%\), \(-0.018\%\) and \(-5.1\%\). When the vacancy fractions at the two faces differ by much less than either of them, as here, restoring \(1-v_1\) matters far more than solving the moving-boundary problem. This comparison is for a given chemical diffusivity \(D\). If \(D\) is taken from the dilute result \((1+z)D_V\), the terms it omits are of the same order as the factor: at \(v\approx0.05\) and \(z=1\), the two site-exclusion models given below change \(D\) by \(-2.5\%\) and \(+5.6\%\).

## Worked example

The inputs are rough: \(T=1273\) K, \(z=1\), \(D_V=2\times10^{-7}\) cm²/s, \(v_1=0.01\) at an oxygen pressure of 760 Torr, and \(10^{-9}\) Torr at the metal face. The pressure law and the definition of \(S\) give

\[
v_0=0.01\left(\frac{10^{-9}}{760}\right)^{1/4}=1.07\times10^{-5},
\qquad S=\frac{0.009989}{0.99}=0.01009.
\]

With \(D=2D_V=4\times10^{-7}\) cm²/s, the root is \(\lambda=0.07091\), and

\[
k=2\lambda^2D=4.023\times10^{-9}\ \mathrm{cm^2/s}
=1448\ \mathrm{\mu m^2/h}.
\]

Wagner's rate is \(k_W=DS=4.036\times10^{-9}\) cm²/s, or 1453 µm²/h. Its error is \(0.336\%\), as \(S/3\) predicts. The extra digits serve to compare the two formulas; the inputs do not justify them as a forecast. The dilute formula errs by \(-0.67\%\), close to \(-2\Delta/3\), because \(v_0\) is negligible here.

After 10 h, \(X=\sqrt{2kt}=170.2\) µm, against 170.5 µm from Wagner's rate. The difference is 0.29 µm. Thickness varies as \(\sqrt k\), so its relative error is about half that of the rate.

## What limits the forecast

These parameters lie in the rough regime of a cobalt monoxide scale, a cation-deficient oxide that grows mainly by outward cation diffusion. They are not fitted data for it. Of the assumptions sized here, that of ideal defects with one fixed charge matters most. At fixed \(D_V\), \(v_1\) and face pressures, replacing \(z=1\) by \(z=2\) raises \(k\) by 49%: \(D\) grows by a factor 3/2, while a larger \(v_0\) slightly reduces \(\Delta\).

The Debye–Hückel model gives a first, rough estimate of the Coulomb interaction. For \(z=1\), let \(\ell=e^2/(\epsilon kT)\), with \(\epsilon\) the dielectric constant and \(q\) the inverse Debye length, \(q^2=8\pi\ell Nv\). Outside a closest approach \(a\), the potential is \(Ce^{-qr}/r\). Gauss's law at \(r=a\) requires \(C(1+qa)e^{-qa}=e/\epsilon\). Subtracting the ion's own potential \(e/(\epsilon a)\) at \(r=a\) leaves the cloud potential \(-eq/[\epsilon(1+qa)]\), which is uniform for \(r<a\). Charging the ion gradually at fixed \(q\) contributes a factor one half:

\[
\ln\gamma=-\frac{\ell q}{2(1+qa)},\qquad
1+\frac{d\ln\gamma}{d\ln v}=1-\frac{\ell q}{4(1+qa)^2}.
\]

The second result uses \(dq/d\ln v=q/2\). Both defects have the same \(\gamma\), so this factor multiplies \(D\). With \(\epsilon=13\), \(N=5\times10^{22}\) cm⁻³ and \(a=0.3\) nm, it lowers \(k_W\) by 19% at fixed face fractions and \(D_V\). But \(\ell=1.0\) nm exceeds the gas-face Debye length of 0.28 nm, so linear screening is used outside its valid range. The binding of vacancies and holes into pairs, which may be substantial at the gas face, is also left out. The figure is only a rough indication. With this \(D(v)\), the quasi-steady error is still \(0.34\%\): interactions change Wagner's integral much more than the error of the quasi-steady step.

Other effects are smaller for these inputs:

- **Site exclusion.** Taking the vacancy chemical potential as \(kT\ln[v/(1-v)]\), the hole one as \(kT\ln p\), and the product of vacancy fraction and mobility proportional to \(v(1-v)\) multiplies \(D\) by \([1+z(1-v)]/(1+z)\). This lowers \(k_W\) by 0.25%, comparable with the quasi-steady error. The sign depends on where the holes may sit. If they are confined to the remaining cations, the chemical potentials become \(kT\ln[v/(1-v-p)]\) and \(kT\ln[p/(1-v-p)]\). For \(z=1\) the factor is then \((1-v)/(1-2v)\), and \(k_W\) rises by 0.5%.
- **Hole drag.** A hole mobility of 0.3 cm²/Vs gives \(D_h=0.033\) cm²/s and changes \(D\) by about \(-0.0006\%\).
- **Internal field.** At the metal face after 10 h the neutral formula gives a field of 0.006 MV/cm. For a hop length \(a=0.3\) nm, \(eEa/(2kT)=8\times10^{-4}\), so hopping is linear in the field. While the scale stays neutral, the ratio grows as \(1/X\). Extrapolating this law to a ratio of one gives the 140 nm listed in the output, but that is not a physical threshold: below about 8 µm, \(kT/(eE)\) at the metal face would be shorter than the Debye length there, and the field must be found from Poisson's equation with the charge at the interface specified. The departure is gradual: with \(p=v\) imposed at the metal face, Poisson's equation gives a field there about 4% below the neutral value at 170 µm, 18% below at 30 µm and 38% below at 8 µm.
- **Space charge.** The Debye length at the metal face is 8.6 nm. After 10 h this is far below the distance \(v/v_x=kT/(eE)\approx0.18\) µm over which the vacancy fraction changes there, so neutrality is a good approximation outside any charged layer at the interface itself. The estimates of field and Debye length leave out thermal electron–hole pairs. For a band gap of 2.5 eV, with one electron state and one hole state per cation site, these would be about as numerous as the vacancies at the metal face. The field there would then be about a third lower and the 8 µm above would become about 5 µm, but the growth rate would change by only about 0.05%. This figure depends exponentially on the gap: for 2.0 eV the pairs would be about ten times \(v_0\) and the rate would fall by about 1%, more than the quasi-steady error.

For an activation energy of 1.3 eV in \(D_V\), with the vacancy fractions held fixed, a furnace error of 0.36 K changes the rate as much as the quasi-steady step does. Grain boundaries, pores, oxygen transport and slow surface reactions are left out and have not been sized. For these inputs the quasi-steady step is adequate with any of the three balances (errors of \(+0.34\%\), \(-0.17\%\) and \(-0.67\%\)), and effort is better spent on defect charge and interactions. For constant \(D\), the full root is worth computing when \(S/3\) is comparable with the accuracy required, or larger, and the inputs are known that well. For varying \(D\) the error is \(S\langle\xi^2\rangle\), which can exceed \(S/3\) when \(D\) falls towards the gas face but stays below \(S\). The numerical output below lists the values used.

## Calculated quantities

```
TESTS, dimensionless (D = 1)
v0, v1, S of time-dependent test: 0.05, 0.35, 0.4615
k/D time-dependent, similarity: 0.40283, 0.40283
D=exp(4v): kW/k-1, S<xi^2>: 0.10669, 0.10665
D=exp(4v): <xi^2> = 0.2311
S, kW/k-1, (kW/k-1)/S by shooting:
  1.00  0.300466  0.30047
  0.30  0.096400  0.32133
  0.10  0.032905  0.32905
  0.03  0.009960  0.33202
  0.01  0.003329  0.33289
second-order coefficient: -0.04444
background test v0, difference: 0.05, 0.001
  error, gas-face balance: 3.512e-04
  error, metal-face balance: -1.756e-04
  error, dilute formula: -5.067e-02
EXAMPLE, rough inputs
temperature: 1273 K; kT = 0.1097 eV
O2 pressure, gas and metal face: 760, 1e-09 Torr
vacancy charge number z: 1; v1 = 0.01; v0 = 1.071e-05
D_V, D: 2.0e-07, 4.0e-07 cm2/s
difference = 0.009989; S = 0.010090
lambda = 0.070910; k/D = 0.0100564
k exact: 4.02257e-09 cm2/s = 1448.124 um2/h
k Wagner: 4.03608e-09 cm2/s = 1452.988 um2/h
k dilute: 3.99572e-09 cm2/s
relative error, Wagner: 0.3359 %
S/3, S/3-2S^2/45: 0.3363, 0.3359 %
relative error, dilute: -0.6675 %
growth time: 10 h
thickness exact, Wagner: 170.184, 170.469 um
thickness difference: 0.286 um
flux excess at metal face: 0.5041 %
NEGLECTED EFFECTS, rough inputs
z = 2 instead of 1, change of k: 48.6 %
dielectric constant 13; sites 5e+22 cm-3
hop length and closest approach: 0.3 nm
e^2/(eps kT): 1.010 nm
Debye length, gas face: 0.281 nm
Debye length, metal face: 8.58 nm
defect interaction, change of k_W: -19.4 %
  quasi-steady error then: 0.3420 %
  <xi^2> then: 0.3390; constant D: 0.3329
site exclusion, change of k_W: -0.250 %
hole mobility: 0.3 cm2/Vs; D_h = 0.0329 cm2/s
finite hole mobility, change of D: -6.08e-04 %
field at metal face: 6.02e-03 MV/cm
e E a/(2kT) there: 8.23e-04
thickness where this ratio is 1: 140 nm
activation energy of D_V: 1.3 eV
temperature error equal to Wagner error: 0.360 K
```
